# Exponential bond dimension of snake-ordered gapped free-fermion strips

## The estimate

Consider spinless fermions on a square lattice with nearest-neighbour hopping $t>0$ and a potential $\pm\Delta$ alternating like the colours of a chessboard. The strip has length $L$ and width $W$, counted in sites. A cut across it separates a left part $A$ from a right part $B$. Let $S$ be the entanglement entropy of this cut, in nats.

Entropy is dimensionless, so it depends on the energies only through $\Delta/t$. If $\Delta>0$ opens a gap, correlations have a finite range, and for large $L$ the cut sees only its own neighbourhood. Translation by two sites across the width makes every two-site stretch of the cut equivalent, apart from edge effects. These facts suggest

$$S\simeq s(\Delta/t)\,W .$$

Now place the sites on a line by running up one column, down the next, and so on. This is the snake. A matrix product state (MPS) of bond dimension $D$ on this line has at most $D$ Schmidt terms at a cut, and $D$ terms carry entropy at most $\ln D$. An exact representation therefore needs

$$D\ge e^{S}\simeq e^{sW}.$$

Two points need control. First, an area law may be only an upper bound, $S\le \text{const}\times W$. A product state satisfies that with $D=1$, so a proof that $D$ grows exponentially needs a lower bound proportional to $W$. Second, calculations tolerate a small error, and a large $S$ could come from many tiny weights that may be discarded. The derivation below settles both points for this model.

## What bond dimension must achieve

Let $p_1\ge p_2\ge\dots$ be the Schmidt weights of the normalized target state $\psi$ at the central column cut, with $\sum_jp_j=1$. Define $D_\varepsilon$ as the smallest $D$ for which the $D$ largest weights sum to at least $1-\varepsilon$, with $0<\varepsilon<1$ fixed.

This number bounds the bond dimension of an MPS from below; it refers to one cut, and truncations at the other cuts add to the total error. Let $\phi$ be a normalized MPS of bond dimension $D$, and let $Q$ project onto the span of its left states at the cut, of dimension at most $D$. Since $Q\phi=\phi$,

$$|\langle\phi|\psi\rangle|^2=|\langle\phi|Q\psi\rangle|^2\le\langle\psi|Q|\psi\rangle=\sum_j p_jq_j ,$$

where $q_j$ is the expectation value of $Q$ in the $j$th left Schmidt state. Because $0\le q_j\le1$ and $\sum_jq_j\le D$, the sum is largest when the $D$ largest weights get $q_j=1$. A squared overlap $|\langle\phi|\psi\rangle|^2\ge1-\varepsilon$ thus requires $D\ge D_\varepsilon$.

For a lower bound on $D_\varepsilon$, note that $D$ weights sum to at most $Dp_1$. With $S_{\min}=-\ln p_1$,

$$D_\varepsilon\ge(1-\varepsilon)e^{S_{\min}} .$$

For an upper bound, let $M=\sum_j\sqrt{p_j}$ and $S_{1/2}=2\ln M$. The first $D$ terms of $M$ are each at least $\sqrt{p_D}$, so $\sqrt{p_D}\le M/D$. The discarded weight obeys

$$\sum_{j>D}p_j\le\sqrt{p_D}\sum_{j>D}\sqrt{p_j}\le\frac{M^2}{D}=\frac{e^{S_{1/2}}}{D}.$$

It is at most $\varepsilon$ once $D\ge e^{S_{1/2}}/\varepsilon$. Hence

$$(1-\varepsilon)e^{S_{\min}}\le D_\varepsilon\le\left\lceil e^{S_{1/2}}/\varepsilon\right\rceil .$$

These bounds hold for any state. It remains to show that both exponents are proportional to $W$.

## The free-fermion state

Take $W\ge4$ even and close the strip across its width; the ends along the length stay open, and $L$ is even. The one-particle matrix is

$$H=H_0+\Delta P,\qquad P_{ij}=(-1)^{x_i+y_i}\delta_{ij},$$

where $H_0$ has elements $-t$ between neighbours. Hopping changes the sign of $P$, so $H_0P+PH_0=0$. With $P^2=1$,

$$H^2=H_0^2+\Delta^2 .$$

Every one-particle energy has magnitude at least $\Delta$, and the gap is at least $2\Delta$. Let $R$ shift the lattice by one site around the width. It leaves $H_0$ unchanged and reverses $P$. Conjugating next with $P$ reverses $H_0$, so

$$(PR)H(PR)^{-1}=-H_0-\Delta P=-H .$$

The spectrum is symmetric, and filling all negative energies gives half filling. The correlation matrix $C_{ij}=\langle c_i^\dagger c_j\rangle$, which is real here, is the projector

$$C=\tfrac12\left[1-H(H^2)^{-1/2}\right],\qquad C^2=C .$$

At a snake cut, $A$ contains the first sites of the line. Writing each occupation state with its creation operators in snake order puts all operators of $A$ before those of $B$. The amplitudes then form the same matrix as for a chain of two-level sites, so the Schmidt weights agree.

Let $\nu$ run over the eigenvalues of $C_A$, the block of $C$ within $A$. A rotation of the modes inside $A$ makes $C_A$ diagonal without changing Schmidt weights. By Wick's theorem, all expectation values in $A$ follow from $C_A$. They coincide with those of independent modes, each filled with probability $\nu$. Every Schmidt weight is therefore a product of factors $\nu$ or $1-\nu$, and

$$S_{\min}=-\sum_\nu\ln\max(\nu,1-\nu),\qquad S_{1/2}=2\sum_\nu\ln\left(\sqrt\nu+\sqrt{1-\nu}\right),$$

$$S=-\sum_\nu\left[\nu\ln\nu+(1-\nu)\ln(1-\nu)\right].$$

## The lower bound grows with width

The $AA$ block of $C^2=C$ reads $C_A^2+C_{AB}C_{BA}=C_A$. Its trace gives

$$\sum_\nu\nu(1-\nu)=\sum_{i\in A,\,j\in B}C_{ij}^2 .$$

The left side is the variance of the particle number in $A$, a sum over independent modes. With $m=\min(\nu,1-\nu)$,

$$-\ln\max(\nu,1-\nu)=-\ln(1-m)\ge m\ge m(1-m)=\nu(1-\nu),$$

so $S_{\min}$ is at least this variance. Keep only the $W$ nearest-neighbour pairs across the cut. Their elements are equal: the symmetry above gives $(PR)C(PR)^{-1}=1-C$, and for neighbours the signs from $P$ cancel the minus sign in front of $C$. Calling the common element $g$,

$$S_{\min}\ge Wg^2,\qquad D_\varepsilon\ge(1-\varepsilon)e^{Wg^2}.$$

To see that $g$ does not vanish, evaluate it on the infinite lattice. There $H_0$ has eigenvalues $-2t(\cos k_x+\cos k_y)$; write

$$E=\sqrt{4t^2(\cos k_x+\cos k_y)^2+\Delta^2}.$$

The operator $(H^2)^{-1/2}$ depends on $H_0^2$ and connects sites of equal colour, so the $\Delta P$ term in $C$ does not contribute between neighbours. The $H_0$ term gives

$$g=\left\langle\frac{t(\cos k_x+\cos k_y)\cos k_x}{E}\right\rangle_{\!k}
=\left\langle\frac{t(\cos k_x+\cos k_y)^2}{2E}\right\rangle_{\!k}>0 .$$

The brackets denote the average over the Brillouin zone, and the second form averages the first with its copy under $k_x\leftrightarrow k_y$. For $\Delta\gg t$, $E\simeq\Delta$ and $\langle(\cos k_x+\cos k_y)^2\rangle=1$, so $g\simeq t/(2\Delta)$. The guaranteed rate $g^2$ then becomes small, as it should when the state approaches a product of filled and empty sites.

## The upper bound also grows with width

Squaring $\sqrt\nu+\sqrt{1-\nu}$ gives $1+2\sqrt{\nu(1-\nu)}$. Since $\ln(1+z)\le z$,

$$S_{1/2}\le2\sum_\nu\sqrt{\nu(1-\nu)} .$$

The numbers $\nu(1-\nu)$ are the eigenvalues of $C_{AB}C_{AB}^T$, so their roots are the singular values of $C_{AB}$. The sum of singular values is a norm, equal to one for a matrix with a single unit element. The triangle inequality gives

$$S_{1/2}\le2\sum_{i\in A,\,j\in B}|C_{ij}| .$$

The gap limits this sum. Each site has at most four neighbours, so the eigenvalues of $H_0$ lie between $-4t$ and $4t$, and those of $H^2$ between $\Delta^2$ and $16t^2+\Delta^2$. With the midpoint $c=8t^2+\Delta^2$, write $H^2=c(1-U)$. Then

$$\|U\|\le q=\frac{8t^2}{8t^2+\Delta^2}<1,\qquad
H(H^2)^{-1/2}=\frac{H}{\sqrt c}\sum_{n=0}^{\infty}a_nU^n,$$

with binomial coefficients $0<a_n\le1$. Since $U^n$ reaches $2n$ lattice steps, the $n$th term reaches $2n+1$. For sites at distance $d\ge1$ the first contributing term has $n=\lfloor d/2\rfloor$. Using $\|H\|/\sqrt c\le\sqrt2$ and summing the geometric series,

$$|C_{ij}|\le\frac12\sqrt2\sum_{n\ge\lfloor d/2\rfloor}q^n=\frac{q^{\lfloor d/2\rfloor}}{\sqrt2\,(1-q)} .$$

A shortest path between $i\in A$ and $j\in B$ crosses a bond cut by the boundary. Both sites lie within $d$ steps of an end of that bond, and at most $2d^2+2d+1$ sites lie within $d$ steps of a given site. If $N_b$ bonds are cut, at most $N_b(2d^2+2d+1)^2$ pairs have distance $d$. Therefore

$$S_{1/2}\le2KN_b,\qquad K=\sum_{d\ge1}(2d^2+2d+1)^2\frac{q^{\lfloor d/2\rfloor}}{\sqrt2(1-q)} .$$

The exponential beats the polynomial, so $K$ is finite and independent of $W$ and $L$. A column cut has $N_b=W$. A snake cut inside a column has at most $W+2$: $W$ horizontal bonds and two vertical ones. The linear upper bound thus holds at every cut of the snake.

The same series controls finite-size effects in $g$. Its terms with $n<m$ involve paths too short to notice the ends or the closure when $L$ and $W$ exceed $2m$. The remainder, for the strip and the infinite lattice together, is at most $\sqrt2\,q^m/(1-q)$. Hence $g$ approaches its positive bulk value, and for sufficiently large $L$ and $W$ the lower rate is bounded away from zero. This remainder bound is slow: for $\Delta=t$ it falls below the bulk $g$ only from $m=37$ on, so on the narrow strips below $g$ is computed directly. At fixed $\varepsilon$, $\ln D_\varepsilon$ lies between two linear functions of $W$ with positive slopes.

## Which entropy sets the rate

A Fourier transform around the width leaves the potential coupling only $k$ and $k+\pi$. The state splits into $W/2$ independent blocks. A column cut respects them, so each entropy is a sum of block contributions. For $S$, with contribution $\sigma(k)$ and momentum spacing $2\pi/W$,

$$\frac SW\to s=\frac1{2\pi}\int_0^\pi\sigma(k)\,dk .$$

Draw a Schmidt term with probability $p$ and let $X=-\ln p$. This is a sum of independent contributions from the modes, with mean $S$ and variance

$$V=\sum_\nu\nu(1-\nu)\ln^2\frac{\nu}{1-\nu},$$

which also grows as $W$. For $a,b>0$, the probability of $X\ge S+a$ is at most the mean of $(X-S+b)^2/(a+b)^2$, namely $(V+b^2)/(a+b)^2$. Choosing $b=V/a$ turns this into $V/(V+a^2)$. The same bound holds for $X\le S-a$.

Terms with $X\le S+a$ number at most $e^{S+a}$, because each has $p\ge e^{-S-a}$. They carry weight at least $1-\varepsilon$ if $V/(V+a^2)=\varepsilon$. Thus

$$\ln D_\varepsilon\le S+\sqrt{V(1-\varepsilon)/\varepsilon} .$$

Conversely, let $\delta=(1-\varepsilon)/2$ and choose $a$ so that terms with $X\le S-a$ carry at most $\delta$. The other retained terms must supply at least $1-\varepsilon-\delta=\delta$, each with $p\le e^{-S+a}$. Hence

$$\ln D_\varepsilon\ge S+\ln\delta-\sqrt{V(1-\delta)/\delta} .$$

Both corrections are at most of order $\sqrt W$, so $\ln D_\varepsilon/W\to s$. The first estimate has the correct asymptotic rate, but $e^S$ need not be close to $D_\varepsilon$: a correction of order $\sqrt W$ in the logarithm is a large factor in $D_\varepsilon$.

## Comparison on strips

Take $t=1$ eV, $\Delta=1$ eV, lattice spacing $4$ angstrom, $L=32$ and $\varepsilon=0.001$. These are round model parameters. The numerical check finds $D_\varepsilon$ by enumerating the Schmidt weights and checks on these strips the chain $Wg^2\le\sum_\nu\nu(1-\nu)\le S_{\min}\le S\le S_{1/2}$, the bound on $S_{1/2}$ by the elements of $C_{AB}$, and the bounds on $D_\varepsilon$ from $S_{\min}$ and $S_{1/2}$. It checks the decay bound on $|C_{ij}|$ on a strip with $W=4$, $L=160$, and the bounds containing $V$ on the wide strips below. The program does not evaluate $K$; summing its series at $q=8/9$ gives $2K\approx1.8\times10^9$, so that bound proves linear growth in $W$ but says nothing useful about the rate.

| $W$ | $S$ | $D_\varepsilon$ |
|---:|---:|---:|
| 4 | 0.884 | 14 |
| 6 | 1.333 | 43 |
| 8 | 1.767 | 123 |
| 10 | 2.207 | 350 |
| 12 | 2.649 | 908 |

The entropy is nearly linear: $S/W$ is $0.884/4=0.221$ at the smallest width and $2.649/12=0.221$ at the largest. The large-width rate is $s=0.2207$ per site, so $e^S$ grows by $e^{0.2207}=1.247$ per added site. A tenfold increase takes

$$\frac{4\ln10}{0.2207}\ \text{angstrom}=41.7\ \text{angstrom}=78.9\ \text{bohr}.$$

The bulk bond order is $g=0.1772$, giving a guaranteed rate $g^2=0.0314$. The rates of $S_{\min}$ and $S_{1/2}$ are $0.0607$ and $0.4109$. At $W=12$ the bounds from these entropies are $2.07\le D_\varepsilon\le138391$. They establish exponential growth but are poor predictions of the actual value, 908.

The estimate $e^S$ is also poor here: at $W=12$ it is $e^{2.649}\simeq14$, about 64 times too small. From $W=10$ to $12$, $\ln D_\varepsilon$ rises by $\ln(908/350)/2=0.48$ per site, more than twice $s$. This slope even exceeds the rate of $S_{1/2}$. There is no contradiction, since the upper bound contains the factor $1/\varepsilon=1000$ and limits the value of $D_\varepsilon$, not its slope over a short interval.

Wider strips, counted with binned weights, show the approach to the limit:

| $W$ | $\ln D_\varepsilon/W$ | excess over $s$ |
|---:|---:|---:|
| 50 | 0.437 | 0.216 |
| 200 | 0.343 | 0.122 |
| 800 | 0.286 | 0.066 |

With $V/W=0.428$, the excess in $\ln D_\varepsilon$ at $W=800$ is $800\times0.0655/\sqrt{800\times0.428}\simeq2.8$ standard deviations of $X$. This is compatible with a correction of order $\sqrt W$. Even at this width the rate is still 30% above $s$, so the tenfold width quoted above describes $e^S$ and the asymptotic law, not $D_\varepsilon$ on narrow strips.

Cuts inside a column can be more demanding. For $W=8$, the largest entropy among the scanned cuts around the centre is $1.946$, compared with $1.767$ at the column cut. Opening the strip across its width gives a slope equal to the large-width rate $s$ within the printed precision: $S$ grows by $0.2207$ per site between $W=8$ and $12$. The closed strips give $(2.649-1.767)/4=0.2205$ over the same widths.

## Where the area law fails

As $\Delta\to0$, $q\to1$ and the constant $K$ diverges, so the upper bound on $S_{1/2}$ is lost. At $\Delta=0$ the open strip separates into $W$ transverse channels. At half filling each crosses the Fermi level, because $\cos k_x=-\cos k_y$ has a solution for every transverse momentum $k_y$. A gapless free-fermion chain with open ends has a central-cut entropy growing as $(1/6)\ln L$, a known asymptotic result used here without derivation. When $L+1$ and $W+1$ share a factor, some levels sit exactly at zero energy and the half-filled ground state is degenerate; such sizes are excluded. For large $L$ at fixed $W$, adding the channels gives

$$S\simeq\frac W6\ln L+\text{terms without }\ln L .$$

Doubling $L$ should add $(W/6)\ln2$. For $W=4$ this is $0.462$. The computed change from $L=160$ to $320$ is $4.793-4.321=0.472$, about 2% larger than the prediction. The deviation oscillates with $L$: for other even starting lengths between 150 and 170 the step ranges from about 5% below to about 2% above the prediction. The metal thus replaces a length-independent rate by one that grows with $\ln L$, and $e^S$ acquires a factor $L^{W/6}$.

## Table of computed values

```
hopping t = 1.00 eV, potential delta = 1.00 eV
lattice spacing = 4.00 angstrom
length L = 32 sites, discarded weight eps = 0.0010
one-particle gap at W=12 = 2.0000 eV
Closed strips, column cut, entropies in nats:
W=4: S_min=0.2499 S=0.8843 S_half=1.6399
W=6: S_min=0.3674 S=1.3332 S_half=2.4726
W=8: S_min=0.4853 S=1.7667 S_half=3.2878
W=10: S_min=0.6066 S=2.2068 S_half=4.1082
W=12: S_min=0.7282 S=2.6486 S_half=4.9301
Bond dimension (number of states) and its bounds:
W=4: lower=1.28 exact D=14 upper=5155
W=6: lower=1.44 exact D=43 upper=11854
W=8: lower=1.62 exact D=123 upper=26783
W=10: lower=1.83 exact D=350 upper=60839
W=12: lower=2.07 exact D=908 upper=138391
number variance at W=12 = 0.6570
bond order g: W=12 0.17721, bulk 0.17721
simple lower rate g^2 (bulk) = 0.03140 nats per site
S_min rate = 0.06068 nats per site of width
S rate = 0.22072 nats per site of width
S_half rate = 0.41085 nats per site of width
factor in exp(S) per added site = 1.2470
Wide strips, per site of width:
W=50: S/W=0.2207 lnD/W=0.4366 V/W=0.4281
W=200: S/W=0.2207 lnD/W=0.3430 V/W=0.4281
W=800: S/W=0.2207 lnD/W=0.2862 V/W=0.4281
W=8 snake: column-cut S=1.7667, largest S=1.9456
open-strip slope of S = 0.22072 nats per site
decay-bound parameter q = 0.88889
metal W=4: S(L=160)=4.3210, S(L=320)=4.7929
metal step = 0.4719, W ln(2)/6 = 0.4621 nats
width for tenfold exp(S) = 41.728 angstrom
the same width = 78.855 bohr
```
